\section*{Certifying multipartite entanglement in a Heisenberg ring from its magnetic response}

\section{From a spectrum to an information}

Q: A neutron spectrum is a linear response, and classical magnets have one too. What could it say about how many spins are entangled?

A: It fixes how strongly the state changes under a certain rotation, and that sensitivity is limited when only small groups of spins are entangled. Take a Hermitian operator $O$, set $\hbar=k_B=1$, and let
\begin{equation}
\rho_\theta=e^{-i\theta O}\rho\,e^{i\theta O},\qquad
\rho'\equiv\partial_\theta\rho_\theta|_{\theta=0}=-i[O,\rho].
\end{equation}
A measurement with outcome operators $E_x\ge0$, $\sum_xE_x=1$, gives probabilities $P_x=\mathrm{tr}(\rho_\theta E_x)$. Its sensitivity to $\theta$ is the classical Fisher information $\sum_x(\partial_\theta P_x)^2/P_x$. I define a Hermitian $L$ and the quantum Fisher information $F_Q$ by
\begin{equation}
\rho'=\tfrac12(\rho L+L\rho),\qquad F_Q=\mathrm{tr}(\rho L^2).
\label{eq:sld}
\end{equation}

Q: Why should that trace have anything to do with measurements?

A: The two terms of $\mathrm{tr}(\rho'E_x)$ are complex conjugates, so $\partial_\theta P_x=\mathrm{Re}\,\mathrm{tr}(\rho LE_x)$. Write $\mathrm{tr}(\rho LE_x)=\mathrm{tr}(A^\dagger B)$ with $A=\sqrt{E_x}L\sqrt\rho$ and $B=\sqrt{E_x}\sqrt\rho$. The Cauchy--Schwarz inequality gives
\begin{equation}
(\partial_\theta P_x)^2\le \mathrm{tr}(\rho LE_xL)\,P_x .
\end{equation}
Dividing by $P_x$ and summing, with $\sum_xE_x=1$, bounds the classical information by $F_Q$. If we measure in the eigenbasis of $L$, with eigenvalues $\lambda_x$, then $\partial_\theta P_x=\lambda_xP_x$ and the sum is $\sum_x\lambda_x^2P_x=F_Q$. The bound is therefore attained. For a six-site Heisenberg ring at $T=0.5J$ this measurement gives $7.1645$, equal to $F_Q$ at the digits shown; the best of ten random bases gives $1.13$.

Q: Nobody measures $L$ in a crystal.

A: We need only its matrix elements. Let $\rho=\sum_mp_m|m\rangle\langle m|$ and $O_{mn}=\langle m|O|n\rangle$. Then
\begin{align}
\rho'_{mn}&=-i(O_{mn}p_n-p_mO_{mn})=i(p_m-p_n)O_{mn},\\
L_{mn}&=\frac{2\rho'_{mn}}{p_m+p_n}=2i\,\frac{p_m-p_n}{p_m+p_n}\,O_{mn}.
\end{align}
Where $p_m+p_n=0$, $\rho'_{mn}$ vanishes and we set $L_{mn}=0$. Since $|L_{mn}|^2$ is symmetric in its labels, $p_m$ may be replaced by the average $(p_m+p_n)/2$:
\begin{equation}
F_Q=\sum_{mn}p_m|L_{mn}|^2
=2\sum_{mn}\frac{(p_m-p_n)^2}{p_m+p_n}|O_{mn}|^2 .
\label{eq:lehF}
\end{equation}

\section{The response function}

Q: This still needs every eigenstate. Where does the measured response enter?

A: Through thermal equilibrium. Let $|m\rangle$ be eigenstates of $H$ with $p_m\propto e^{-E_m/T}$, and let $\omega_{nm}=E_n-E_m$. Dividing numerator and denominator by $p_m$,
\begin{equation}
\frac{p_m-p_n}{p_m+p_n}
=\frac{1-e^{-\omega_{nm}/T}}{1+e^{-\omega_{nm}/T}}
=\tanh\frac{\omega_{nm}}{2T}.
\label{eq:tanh}
\end{equation}
The response is $\chi(\omega)=\int_0^\infty dt\,e^{i\omega t}\phi(t)$, with a vanishing damping understood, and
\begin{align}
\phi(t)=i\langle[O(t),O]\rangle
&=i\sum_{mn}p_m|O_{mn}|^2\left(e^{-i\omega_{nm}t}-e^{i\omega_{nm}t}\right)\nonumber\\
&=2\sum_{mn}p_m|O_{mn}|^2\sin\omega_{nm}t .
\end{align}
Because $\phi$ is real, $\chi''=\mathrm{Im}\,\chi$ is its sine transform. We use
$\int_0^\infty2\sin\omega t\,\sin\nu t\,dt=\pi[\delta(\omega-\nu)-\delta(\omega+\nu)]$ and exchange $m$ and $n$ in the second delta function:
\begin{equation}
\chi''(\omega)=\pi\sum_{mn}(p_m-p_n)|O_{mn}|^2\delta(\omega-\omega_{nm}).
\label{eq:chi}
\end{equation}
Replacing one factor $(p_m-p_n)/(p_m+p_n)$ in \eqref{eq:lehF} by \eqref{eq:tanh} leaves the sum in \eqref{eq:chi}, so
\begin{equation}
F_Q=\frac2\pi\int_{-\infty}^{\infty}\!d\omega\,\tanh\frac{\omega}{2T}\,\chi''(\omega)
=\frac4\pi\int_0^\infty\!d\omega\,\tanh\frac{\omega}{2T}\,\chi''(\omega).
\label{eq:main}
\end{equation}
The last step holds because both factors are odd. Here $\chi''$ belongs to the whole operator $O$; the response per site gives $F_Q/N$.

Q: Neutrons count scattering events, not $\chi''$.

A: They give, after corrections, the dynamic structure factor
\begin{equation}
S(\omega)=\int\frac{dt}{2\pi}e^{i\omega t}\langle O(t)O\rangle
=\sum_{mn}p_m|O_{mn}|^2\delta(\omega-\omega_{nm}).
\end{equation}
On each line $p_n=p_me^{-\omega/T}$, hence $\chi''=\pi(1-e^{-\omega/T})S$ and
\begin{equation}
F_Q=4\int_0^\infty d\omega\,\tanh\frac{\omega}{2T}\left(1-e^{-\omega/T}\right)S(\omega).
\end{equation}
The weight vanishes at $\omega=0$, so a perfectly sharp elastic line does not count. The $g$ factor and magnetic form factor must be divided out and the intensity put on an absolute scale. For an isotropic state the neutron's transverse projection sums two equal spin components, so half of that sum is the response of one component.

Q: And if the data are cut off, blurred or contaminated?

A: For $\omega>0$, $\chi''\ge0$, so a cutoff can only lower $F_Q$ and leaves a valid lower estimate. Unsubtracted positive background can raise it and falsify the conclusion. A Gaussian broadening of $\chi''$ with standard deviation $\eta\ll T$ replaces $f(\omega)=\tanh(\omega/2T)$ at each line by $f+\eta^2f''/2$ to leading order. Since $f''<0$ for $\omega>0$, this lowers the result. Real-time evolution of the six-site ring with $\eta=0.02J$ gives $7.1635$ instead of $7.1645$.

Blurring $S(\omega)$, as a spectrometer does, is less harmless. Near $\omega=0$ its weight $\tanh(\omega/2T)(1-e^{-\omega/T})\simeq\omega^2/2T^2$ curves upward, so blurred low-frequency intensity can raise the result. An elastic line of area $W$ leaks to $\omega>0$ and adds $W\eta^2/T^2$ to leading order in $\eta/T$; at $\eta=0.2T$ the leak is about 15\% smaller than this. It should be subtracted before integrating, above all in an ordered magnet, where a Bragg peak has $W\propto N^2$. Subtraction does not remove the effect entirely, because low-frequency inelastic lines behave alike. For the ten-site ring below, which shows no elastic weight, blurring $S$ with $\eta=0.2J$ at $T=J$ gives $4.45$ instead of $4.43$, while $\eta=0.05J$ at $T=0.2J$ gives $24.52$ instead of $24.65$.

\section{What a group of spins can supply}

Q: So far you have a number. Entanglement has not appeared.

A: Let $O=\sum_{l=1}^NO_l$, where the largest and smallest eigenvalues of each $O_l$ differ by at most $\Delta$. A pure state is $k$-producible if it is a product over blocks of at most $k$ sites. A mixed state is $k$-producible if it is a mixture of such pure states, whose partitions may differ. For a pure state $p_0=1$, and \eqref{eq:lehF} contains each pair $(0,n)$ twice:
\begin{equation}
F_Q=4\sum_{n\ne0}|O_{0n}|^2
=4\left(\langle O^2\rangle-\langle O\rangle^2\right)=4\,\mathrm{Var}\,O .
\end{equation}
In a product of blocks the covariances between blocks vanish, so the block variances add.

Q: How large can one block's variance be?

A: Let the block operator $B$ have smallest and largest eigenvalues $a$ and $b$. Since $(B-a)(b-B)\ge0$, we have $\langle B^2\rangle\le(a+b)\langle B\rangle-ab$, and therefore
\begin{equation}
\mathrm{Var}\,B\le(b-\langle B\rangle)(\langle B\rangle-a)\le\frac{(b-a)^2}{4}.
\end{equation}
For a block of $k_j$ sites $b-a\le k_j\Delta$. The pure product state thus obeys $F_Q\le\Delta^2\sum_jk_j^2$.

To maximize this sum at fixed $\sum_jk_j=N$ and $k_j\le k$, take two blocks with sizes $u\ge v$ and $u<k$. Moving one site from the smaller to the larger changes the sum by
\begin{equation}
(u+1)^2+(v-1)^2-u^2-v^2=2(u-v)+2>0 .
\end{equation}
We repeat this until at most one block is smaller than $k$:
\begin{equation}
F_Q\le\Delta^2b(k),\quad b(k)=sk^2+r^2,\quad
s=\lfloor N/k\rfloor,\quad r=N-sk .
\label{eq:bound}
\end{equation}

Q: A thermal state is mixed. Could mixing raise $F_Q$ above the bound?

A: No, because $F_Q$ is convex. For Hermitian $X$ define $G_\rho(X)=2\,\mathrm{tr}(\rho'X)-\mathrm{tr}(\rho X^2)$. Inserting \eqref{eq:sld} and using the cyclic trace,
\begin{align}
G_\rho(X)&=\mathrm{tr}\,\rho(LX+XL)-\mathrm{tr}\,\rho X^2\nonumber\\
&=\mathrm{tr}\,\rho L^2-\mathrm{tr}\,\rho(X-L)^2\le F_Q(\rho),
\end{align}
with equality at $X=L$. Both $\rho'$ and $G_\rho(X)$ are linear in $\rho$. For $\rho=\sum_iw_i\rho_i$ and the $L$ of the mixture,
\begin{equation}
F_Q(\rho)=\sum_iw_iG_{\rho_i}(L)\le\sum_iw_iF_Q(\rho_i).
\end{equation}
So \eqref{eq:bound} holds for every $k$-producible state. If $F_Q>\Delta^2b(k)$, every pure-state decomposition contains a member with at least $k+1$ sites in one entangled block: the entanglement depth is at least $k+1$. Failure of the inequality proves nothing.

Q: Is the bound wasteful?

A: Not for this class of operators. If every $O_l$ has width $\Delta$, an equal superposition of the two extreme eigenstates in each block reaches it. For large systems a simpler form is useful: $sk^2+r^2\le k(sk+r)=kN$, so $F_Q/N>k\Delta^2$ suffices.

Q: Why not use the variance itself? It needs no frequency resolution.

A: For mixed states it includes classical uncertainty. Mix the two N\'eel states of six spins equally and choose the staggered magnetization for $O$. Then $O$ commutes with $\rho$ and $F_Q=0$, yet $4\,\mathrm{Var}\,O=36$, above $b(5)=26$. The state is separable.

\section{A ring of ten spins}

Q: Show me a case where the answer is not built in.

A: Take the antiferromagnetic spin-$\frac12$ ring
\begin{equation}
H=J\sum_{l=1}^N\mathbf S_l\cdot\mathbf S_{l+1},\qquad
O=\sum_{l=1}^N(-1)^lS^z_l,\qquad J>0,
\end{equation}
with $N$ even and $\mathbf S_{N+1}=\mathbf S_1$. This $O$ is the spin component at wavevector $\pi$, and $\Delta=1$. At a general wavevector $q$, $\sum_le^{iql}S^z_l$ is not Hermitian and \eqref{eq:main} does not apply to it directly.

Four sites can be done by hand. The sublattice spins $\mathbf S_A,\mathbf S_B$ give $H=J\mathbf S_A\cdot\mathbf S_B$, whose ground state has $S_A=S_B=1$ and total spin zero. By isotropy,
\begin{equation}
\langle O^2\rangle=\tfrac13\langle(\mathbf S_A-\mathbf S_B)^2\rangle
=\tfrac13\langle2\mathbf S_A^2+2\mathbf S_B^2-\mathbf S_{\rm tot}^2\rangle=\tfrac83 .
\end{equation}
With $\langle O\rangle=0$, $F_Q=32/3\simeq10.67$. This exceeds $b(3)=3^2+1^2=10$, so all four spins are entangled.

Q: And ten spins at a finite temperature?

A: Full diagonalization at $T=0.2J$ puts the strongest line of $\chi''$ at $\omega=0.4232J$, with area $15.374$. Its share of $F_Q$ is
\begin{equation}
\frac4\pi\tanh\left(\frac{0.4232}{0.4}\right)\times15.374
=1.2732\times0.7849\times15.374\simeq15.36 .
\end{equation}
The next two lines in strength, at $1.116J$ and $2.077J$, give $4.58$ and $3.04$. All lines together give $F_Q=24.65$. Since $b(2)=20$ and $b(3)=28$, at least three spins are entangled. Keeping only lines up to $2J$ leaves $20.75$: the certificate survives, but with a margin of $0.75$ instead of $4.65$.

Q: What happens on heating?

A: The certified depth falls; depth 1 means that nothing is certified.
\begin{center}
\begin{tabular}{cccc}
$T/J$ & $F_Q/N$ & $4\,\mathrm{Var}\,O/N$ & depth\\
0.05 & 3.705 & 3.708 & 5\\
0.10 & 3.507 & 3.684 & 4\\
0.20 & 2.465 & 3.450 & 3\\
0.50 & 1.117 & 2.448 & 2\\
1.00 & 0.443 & 1.701 & 1
\end{tabular}
\end{center}
The bounds $b(1),\dots,b(4)=10,20,28,36$ are crossed at $T/J=0.5535$, $0.2609$, $0.1667$ and $0.0868$. For a round $J=10$ meV these are about $64$, $30$, $19$ and $10$ K. They refer to an isolated ten-site ring probed exactly at wavevector $\pi$; a real chain compound has interchain coupling, may order in this range, and is measured with finite momentum resolution. On a grid from $0.05J$ to $3J$, $F_Q$ falls at every step.

Q: Why does $F_Q$ drop so much faster than the variance?

A: Translation by one site reverses $O$, so $\langle O\rangle=0$ and $4\,\mathrm{Var}\,O=2\sum_{mn}(p_m+p_n)|O_{mn}|^2$. Comparison with \eqref{eq:lehF} shows that each pair enters $F_Q$ with an extra factor $\tanh^2(\omega_{nm}/2T)\le1$. At $T=0.2J$ the lowest of the strong lines therefore contributes $15.365/0.78493^2\simeq24.94$ to $4\,\mathrm{Var}\,O$, a loss of $9.57$. The whole difference is $34.496-24.652=9.844$, so this one line accounts for about 97\% of it. Using the variance in place of $F_Q$ would have claimed depth four, because $34.50>28$.

Q: Do both ends of the temperature range make sense?

A: As $T\to0$ with a unique ground state, $F_Q\to4\,\mathrm{Var}\,O$. For $T$ far above the width of the whole energy spectrum, with Hilbert-space dimension $D$, $p_m-p_n\simeq\omega_{nm}/(DT)$ and $\tanh(\omega_{nm}/2T)\simeq\omega_{nm}/2T$. Since $[H,O]_{mn}=-\omega_{nm}O_{mn}$,
\begin{equation}
F_Q\simeq\frac{1}{DT^2}\sum_{mn}\omega_{nm}^2|O_{mn}|^2
=\frac{\mathrm{tr}\left([H,O]^\dagger[H,O]\right)}{DT^2}.
\end{equation}
For a bond $(i,j)$ the relations $[S^\pm,S^z]=\mp S^\pm$ give the commutator $\pm J(S_i^-S_j^+-S_i^+S_j^-)$. It has two matrix elements of modulus $J$ among four bond states, so its normalized squared norm is $J^2/2$. For $N\ge4$ cross terms between different bonds flip some spin once and have zero trace. The $N$ bonds give $F_Q/N\simeq J^2/2T^2$. At $T=200J$ and $N=8$ the computed $(F_Q/N)(T/J)^2$ is $0.5006$. The variance instead tends to $4\,\mathrm{Var}\,O/N=1$, that of independent spins.

Q: How much of this is a property of ten sites?

A: The ground-state $F_Q/N$ is $2.667$, $3.109$, $3.442$ and $3.709$ for $N=4,6,8,10$, still rising, with certified depths $4,4,4,5$. The depth does not rise steadily: the five at $N=10$ is helped by the remainder $r=2$, which puts $b(4)/N$ at $3.6$, and at $N=12$, where $F_Q/N=3.93$, $F_Q=47.18$ stays below $b(4)=48$ and the depth is four again. The temperature where $F_Q=N$ moves the other way: $0.6414$, $0.5756$, $0.5577$ and $0.5535J$. Its last change is below 1\%, but four sizes do not establish an infinite-chain limit.

The depth of five is also fragile in practice. The ten-site ground state has $F_Q=37.09$ against $b(4)=36$, so an intensity scale that needs to be reduced by 3\% removes the certificate. The two-spin certificate at low temperature has far more room, $37.09$ against $10$. The numerical output lists two weaker lines and five more temperatures.

\section*{Numbers as computed}
\begin{verbatim}
Test ring N=6, T=0.5 J; QFI from log. derivative: 7.16452
  from spectral lines: 7.16452; best measurement: 7.16452
  largest of 10 random measurements: 1.1257
  from real-time chi'' (resolution 0.02 J): 7.16346
  from real-time S(omega), same resolution: 7.16359
Neel mixture N=6: QFI = 0.000, 4Var = 36.000
High T: (F_Q/N)(T/J)^2 at T=200 J, N=8: 0.5006
Ground states: N, F_Q, F_Q/N, certified depth, T where F_Q = N (J)
   4   10.6667  2.6667  4  0.6414
   6   18.6564  3.1094  4  0.5756
   8   27.5345  3.4418  4  0.5577
  10   37.0853  3.7085  5  0.5535
Bounds b(k) for N=10, k=1..10: [10, 20, 28, 36, 50, 52, 58, 68, 82, 100]
Strongest lines, N=10, T=0.2 J: omega (J), tanh, chi'' area, part of F_Q
  0.42324  0.78493  15.37384  15.36476
  1.11628  0.99249  3.62094  4.57572
  2.07663  0.99994  2.38840  3.04082
  2.43576  0.99999  0.29566  0.37644
  3.06329  1.00000  0.22433  0.28563
  F_Q, all lines: 24.65154; lines up to 2.0 J: 20.74721
N=10: T (J), F_Q, F_Q/N, 4Var/N, certified depth (1 = none)
  0.05   37.0547  3.7055  3.7082  5
  0.10   35.0687  3.5069  3.6837  4
  0.20   24.6515  2.4652  3.4496  3
  0.30   17.8311  1.7831  3.0835  2
  0.40   13.8987  1.3899  2.7349  2
  0.50   11.1725  1.1173  2.4483  2
  0.70    7.4942  0.7494  2.0435  1
  1.00    4.4286  0.4429  1.7007  1
  1.50    2.1945  0.2194  1.4342  1
  2.00    1.2766  0.1277  1.3092  1
F_Q falls at every step of a grid from 0.05 to 3 J: True
Conversion: J = 10 meV, J/k_B = 116.045 K
Crossings F_Q = b(k): k, certified depth below T, T (J), T (K)
  1  2  0.5535  64.23
  2  3  0.2609  30.28
  3  4  0.1667  19.35
  4  5  0.0868  10.08
\end{verbatim}
